# Covariant CCSD equations for nonorthogonal occupied and virtual functions: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""CCSD with nonorthogonal occupied (i,j,..) and virtual (a,b,..) spin orbitals.

Result under test: with contravariant amplitudes t^{ai}, t^{abij}, covariant
integrals f_pq, v_pqrs = <pq||rs> and covariant projections R_ai, R_abij, the
CCSD residual needs the overlap S but never its inverse. Occupied and virtual
spaces are mutually orthogonal. The Fock operator f is given; it contains the
projector on the occupied space. Arrays: t1[a,i], t2[a,b,i,j], occupied first.
The residual is checked against exp(-T) H exp(T) in Fock space, and the
energy of C2H2 against an orthonormal CCSD program.
"""
import numpy as np
from scipy.linalg import eigh, qr
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, mp


def es(spec, *arrays):
    return np.einsum(spec, *arrays, optimize=True)


def transform(pair, left, right):
    """Apply left to every virtual index and right to every occupied index."""
    one, two = pair
    return (left @ one @ right,
            es('aA,bB,ABIJ,Ii,Jj->abij', left, left, two, right, right))


def distance(x, y):
    return max(np.abs(x[0] - y[0]).max(), np.abs(x[1] - y[1]).max())


def size(x):
    return max(np.abs(x[0]).max(), np.abs(x[1]).max())


def covariant_integrals(f, v, s, X):
    Xc = X.conj()
    return (Xc.T @ f @ X, es('pP,qQ,pqrs,rR,sS->PQRS', Xc, Xc, v, X, X),
            Xc.T @ s @ X)


def energy(f, v, amplitudes):
    t1, t2 = amplitudes
    no = t1.shape[1]
    g = v[:no, :no, no:, no:]
    return (es('ia,ai->', f[:no, no:], t1) + 0.25 * es('ijab,abij->', g, t2)
            + 0.5 * es('ijab,ai,bj->', g, t1, t1))


def residual(f, v, S, amplitudes):
    """Covariant CCSD residual; only products with S occur."""
    t1, t2 = amplitudes
    no = t1.shape[1]
    o, w = slice(0, no), slice(no, None)
    So, Sv = S[o, o], S[w, w]
    # singles-dressed bras and kets
    bra = np.eye(len(f), dtype=t1.dtype)
    ket = bra.copy()
    bra[w, o] = -Sv @ t1
    ket[w, o] = t1 @ So
    fd = bra @ (f + es('pjqb,bj->pq', v[:, o, :, w], t1)) @ ket
    vd = es('pP,qQ,PQRS,Rr,Ss->pqrs', bra, bra, v, ket, ket)
    g = v[o, o, w, w]
    # doubles amplitudes with selected indices lowered
    t_a = es('aA,Abij->abij', Sv, t2)
    t_i = es('abIj,Ii->abij', t2, So)
    t_ai = es('abIj,Ii->abij', t_a, So)
    t_ij = es('abiJ,Jj->abij', t_i, So)
    t_aij = es('abiJ,Jj->abij', t_ai, So)
    t_ab = es('bB,aBij->abij', Sv, t_a)
    t_abi = es('bB,aBij->abij', Sv, t_ai)
    r1 = (fd[w, o] + es('jb,abij->ai', fd[o, w], t_ai)
          + 0.5 * es('ajbc,bcij->ai', vd[w, o, w, w], t_i)
          - 0.5 * es('abjk,jkib->ai', t_a, vd[o, o, o, w]))
    Fv = fd[w, w] - 0.5 * es('adkl,klcd->ac', t_a, g)
    Fo = fd[o, o] + 0.5 * es('klcd,cdil->ki', g, t_i)
    Woo = vd[o, o, o, o] + 0.5 * es('klcd,cdij->klij', g, t_ij)
    Wring = vd[o, w, w, o] + 0.5 * es('klcd,bdjl->kbcj', g, t_ai)
    pv = es('bc,acij->abij', Fv, t_aij)
    ph = es('kj,abik->abij', Fo, t_abi)
    ring = es('acik,kbcj->abij', t_ai, Wring)
    ring = ring - ring.transpose(1, 0, 2, 3)
    ring = ring - ring.transpose(0, 1, 3, 2)
    r2 = (vd[w, w, o, o] + pv - pv.transpose(1, 0, 2, 3)
          - ph + ph.transpose(0, 1, 3, 2) + ring
          + 0.5 * es('abcd,cdij->abij', vd[w, w, w, w], t_ij)
          + 0.5 * es('klij,abkl->abij', Woo, t_ab))
    return r1, r2


# ---------- random complex model: residual from its Fock-space definition
rng = np.random.default_rng(7)


def crand(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


n, no = 8, 4
nv = n - no
h = crand(n, n)
h = (h + h.conj().T) / 2
v = 0.1 * crand(n, n, n, n)
v = v - v.transpose(1, 0, 2, 3)
v = v - v.transpose(0, 1, 3, 2)
v = (v + v.transpose(2, 3, 0, 1).conj()) / 2
Q = np.linalg.qr(crand(n, n))[0]
Qo, Qv = Q[:, :no], Q[:, no:]
f = h + es('prqs,sr->pq', v, Qo @ Qo.conj().T)
X = np.hstack([Qo @ (np.eye(no) + 0.2 * crand(no, no)),
               Qv @ (np.eye(nv) + 0.2 * crand(nv, nv))])
fX, vX, SX = covariant_integrals(f, v, np.eye(n), X)
t2 = 0.1 * crand(nv, nv, no, no)
t2 = t2 - t2.transpose(1, 0, 2, 3)
t2 = t2 - t2.transpose(0, 1, 3, 2)
t = (0.2 * crand(nv, no), t2)

lower = np.array([[0., 1.], [0., 0.]])
a = []
for k in range(n):
    op = np.eye(1)
    for m in range(n):
        op = np.kron(op, np.diag([1., -1.]) if m < k
                     else lower if m == k else np.eye(2))
    a.append(op)
a = np.array(a)
ad = a.transpose(0, 2, 1)
H = sum(ad[p] @ np.tensordot(h[p], a, 1) for p in range(n))
pairs = [(p, q) for p in range(n) for q in range(p + 1, n)]
pair_ops = np.array([a[s] @ a[r] for r, s in pairs])
for p, q in pairs:
    coef = np.array([v[p, q, r, s] for r, s in pairs])
    H = H + (ad[p] @ ad[q]) @ np.tensordot(coef, pair_ops, 1)

cd = np.tensordot(X.T, ad, 1)
c = cd.conj().transpose(0, 2, 1)
phi = np.zeros(2**n, complex)
phi[0] = 1
for i in reversed(range(no)):
    phi = cd[i] @ phi
norm = np.vdot(phi, phi).real
T = sum(np.tensordot(t[0][:, i], cd[no:], 1) @ c[i] for i in range(no))
opairs = [(i, j) for i in range(no) for j in range(i + 1, no)]
hole_ops = np.array([c[j] @ c[i] for i, j in opairs])
for p in range(nv):
    for q in range(p + 1, nv):
        coef = np.array([t[1][p, q, i, j] for i, j in opairs])
        T = T + (cd[no + p] @ cd[no + q]) @ np.tensordot(coef, hole_ops, 1)


def exp_action(A, vec):
    total, term = vec.copy(), vec
    for k in range(1, 2 * no + 1):
        term = A @ term / k
        total = total + term
    return total


hbar_phi = exp_action(-T, H @ exp_action(T, phi))
r1_def = np.zeros((nv, no), complex)
r2_def = np.zeros((nv, nv, no, no), complex)
for i in range(no):
    hole = c[i] @ phi
    for p in range(nv):
        r1_def[p, i] = np.vdot(cd[no + p] @ hole, hbar_phi) / norm
    for j in range(no):
        hole2 = c[j] @ hole
        for q in range(nv):
            part = cd[no + q] @ hole2
            for p in range(nv):
                r2_def[p, q, i, j] = np.vdot(cd[no + p] @ part,
                                             hbar_phi) / norm
e_def = (np.vdot(phi, hbar_phi) - np.vdot(phi, H @ phi)) / norm
r = residual(fX, vX, SX, t)
err_def = distance(r, (r1_def, r2_def))
err_e = abs(energy(fX, vX, t) - e_def)
assert size(r) > 0.1
assert err_def < 1e-9 and err_e < 1e-9

# mixed tensors: orthonormal-looking equations, but inverse overlaps in f and v
Sinv = np.linalg.inv(SX)
f_mixed = Sinv @ fX
v_mixed = es('pP,qQ,PQrs->pqrs', Sinv, Sinv, vX)
t_mixed = transform(t, np.eye(nv), SX[:no, :no])
r_mixed = residual(f_mixed, v_mixed, np.eye(n), t_mixed)
err_mixed = distance(transform(r_mixed, SX[no:, no:], np.eye(no)), r)
assert err_mixed < 1e-9

print('MODEL, 4 occupied + 4 virtual spin orbitals, hartree')
print(f'det of occupied metric = <Phi|Phi>: {norm:.6f}')
print(f'largest residual element: {size(r):.6f}')
print(f'max error, residual vs Fock space: {err_def:.1e}')
print(f'error, energy vs Fock space: {err_e:.1e}')
print(f'max error, mixed form after lowering: {err_mixed:.1e}')

# two functions merge as theta -> 0, numerical amplitude components held fixed
print('MERGING FUNCTIONS: largest singles residual, hartree')
print('columns: angle 0.1 rad, angle 0.01 rad')
for space in ('virtual', 'occupied'):
    table = {}
    for theta in (0.1, 0.01):
        M = np.eye(4)
        M[0, 1], M[1, 1] = np.cos(theta), np.sin(theta)
        Xm = np.hstack([Qo @ M, Qv] if space == 'occupied' else [Qo, Qv @ M])
        fm, vm, Sm = covariant_integrals(f, v, np.eye(n), Xm)
        inv_v = np.linalg.inv(Sm[no:, no:])
        inv_o = np.linalg.inv(Sm[:no, :no])
        for t_pos in ('up', 'down'):
            tm = t if t_pos == 'up' else transform(t, inv_v, inv_o)
            rm = residual(fm, vm, Sm, tm)
            for r_pos in ('down', 'up'):
                out = rm if r_pos == 'down' else transform(rm, inv_v, inv_o)
                table.setdefault((t_pos, r_pos), []).append(
                    np.abs(out[0]).max())
    for (t_pos, r_pos), (big, small) in table.items():
        print(f'{space}: t {t_pos}, R {r_pos}: {big:.4e} {small:.4e}')
        if (t_pos, r_pos) == ('up', 'down'):
            assert 0.5 < small / big < 2
        else:
            assert small / big > 4

# ---------- C2H2, RHF and all-electron CCSD in STO-3G
r_cc, r_ch = 1.20, 1.06
z = r_cc / 2
mol = gto.M(atom=[['C', (0, 0, z)], ['C', (0, 0, -z)],
                  ['H', (0, 0, z + r_ch)], ['H', (0, 0, -z - r_ch)]],
            basis='sto-3g', unit='Angstrom', verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-8
mf.kernel()
assert mf.converged
reference = cc.CCSD(mf)
reference.conv_tol = 1e-10
reference.conv_tol_normt = 1e-8
reference.max_cycle = 100
reference.kernel()
assert reference.converged
e_mp2 = mp.MP2(mf).run().e_corr

S_ao = mol.intor('int1e_ovlp')
nao = mol.nao
nocc = mol.nelectron // 2
nvir = nao - nocc
Cocc, Cvir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
proj_o, proj_v = Cocc.T @ S_ao, Cvir.T @ S_ao
pick_o = qr(proj_o, pivoting=True)[2][:nocc]
pick_v = qr(proj_v, pivoting=True)[2][:nvir]
sel_o = proj_o[:, pick_o] / np.linalg.norm(proj_o[:, pick_o], axis=0)
sel_v = proj_v[:, pick_v] / np.linalg.norm(proj_v[:, pick_v], axis=0)
spin = np.eye(2)
eri = mol.intor('int2e')
v_ao = es('ac,bd,mnls->amblcnds', spin, spin, eri).reshape([2 * nao] * 4)
v_ao = v_ao - v_ao.transpose(0, 1, 3, 2)
f_ao, s_ao = np.kron(spin, mf.get_fock()), np.kron(spin, S_ao)
occ_funcs = np.kron(spin, Cocc @ sel_o)
X = np.hstack([occ_funcs, np.kron(spin, Cvir @ sel_v)])
fc, vc, Sc = covariant_integrals(f_ao, v_ao, s_ao, X)
no, nv = 2 * nocc, 2 * nvir
cross_overlap = np.abs(Sc[:no, no:]).max()
assert cross_overlap < 1e-10

# the inverse metric enters only through the solver's generalized eigenvectors
eo, Uo = eigh(fc[:no, :no], Sc[:no, :no])
ev, Uv = eigh(fc[no:, no:], Sc[no:, no:])
gap1 = ev[:, None] - eo[None, :]
gap2 = gap1[:, None, :, None] + gap1[None, :, None, :]
t = (np.zeros((nv, no)), np.zeros((nv, nv, no, no)))
for iteration in range(1, 201):
    r_can = transform(residual(fc, vc, Sc, t), Uv.T, Uo)
    if size(r_can) < 1e-9:
        break
    step = transform((-r_can[0] / gap1, -r_can[1] / gap2), Uv, Uo.T)
    t = (t[0] + step[0], t[1] + step[1])
    if iteration == 1:
        e_first = energy(fc, vc, t)
assert size(r_can) < 1e-9
e_cov = energy(fc, vc, t)
assert abs(e_first - e_mp2) < 1e-8
assert abs(e_cov - reference.e_corr) < 1e-7
r_no_metric = size(residual(fc, vc, np.eye(no + nv), t))
assert r_no_metric > 1e-3

# all projected atomic orbitals as virtuals: singular metric, no inverse exists
rel = np.linalg.solve(sel_v, proj_v)
lift_subset = np.zeros((nao, nvir))
lift_subset[pick_v] = np.linalg.inv(rel[:, pick_v])
lifts = [np.kron(spin, lift_subset), np.kron(spin, np.linalg.pinv(rel))]
X_red = np.hstack([occ_funcs, np.kron(spin, Cvir @ proj_v)])
fr, vr, Sr = covariant_integrals(f_ao, v_ao, s_ao, X_red)
metric_red = np.linalg.eigvalsh(Sr[no:, no:])
rank = int((metric_red > 1e-10).sum())
assert rank == nv < len(metric_red)
trial = (0.7 * t[0], 0.7 * t[1])
r_trial = residual(fc, vc, Sc, trial)
expected = transform(r_trial, np.kron(spin, rel).T, np.eye(no))
t_red = [transform(trial, L, np.eye(no)) for L in lifts]
err_red = max(distance(residual(fr, vr, Sr, x), expected) for x in t_red)
e_red = [energy(fr, vr, x) for x in t_red]
t_difference = distance(*t_red)
assert size(expected) > 1e-3 and err_red < 1e-9
assert t_difference > 1e-3
assert max(abs(e - energy(fc, vc, trial)) for e in e_red) < 1e-9

labels = [' '.join(x.split()) for x in mol.ao_labels()]
so, sv = np.linalg.eigvalsh(Sc[:no, :no]), np.linalg.eigvalsh(Sc[no:, no:])
ev_unit = physical_constants['Hartree energy in eV'][0]
print('C2H2, STO-3G, all electrons correlated')
print(f'C-C and C-H distances: {r_cc:.2f}, {r_ch:.2f} angstrom')
print(f'occupied, virtual spin orbitals: {no}, {nv}')
print('occupied parents:', ', '.join(labels[k] for k in pick_o))
print('virtual parents:', ', '.join(labels[k] for k in pick_v))
print(f'occupied metric eigenvalues, min and max: {so[0]:.5f}, {so[-1]:.5f}')
print(f'virtual metric eigenvalues, min and max: {sv[0]:.5f}, {sv[-1]:.5f}')
print(f'largest occupied-virtual overlap: {cross_overlap:.1e}')
print(f'RHF energy: {mf.e_tot:.8f} hartree')
print(f'first-step correlation energy: {e_first:.8f} hartree')
print(f'MP2 correlation, orthonormal code: {e_mp2:.8f} hartree')
print(f'covariant CCSD correlation: {e_cov:.8f} hartree')
print(f'the same: {e_cov * ev_unit:.5f} eV')
print(f'CCSD correlation, orthonormal code: {reference.e_corr:.8f} hartree')
print(f'covariant CCSD total energy: {mf.e_tot + e_cov:.8f} hartree')
print(f'residual evaluations: {iteration}')
print(f'final pseudocanonical residual: {size(r_can):.1e} hartree')
print(f'residual if metrics are omitted: {r_no_metric:.5f} hartree')
print('REDUNDANT VIRTUALS, trial amplitudes = 0.7 x solution')
print(f'virtual functions, metric rank: {len(metric_red)}, {rank}')
print(f'largest trial residual: {size(expected):.5f} hartree')
print(f'max error of transformed residual: {err_red:.1e} hartree')
print(f'max difference of the two amplitude sets: {t_difference:.5f}')
print(f'their energies: {e_red[0]:.8f}, {e_red[1]:.8f} hartree')
print('done: every assertion held')
```

Running it gives:

```
MODEL, 4 occupied + 4 virtual spin orbitals, hartree
det of occupied metric = <Phi|Phi>: 0.770555
largest residual element: 14.189126
max error, residual vs Fock space: 9.6e-15
error, energy vs Fock space: 6.3e-16
max error, mixed form after lowering: 8.2e-15
MERGING FUNCTIONS: largest singles residual, hartree
columns: angle 0.1 rad, angle 0.01 rad
virtual: t up, R down: 2.7230e+00 2.6878e+00
virtual: t up, R up: 1.6361e+01 1.4880e+02
virtual: t down, R down: 1.8026e+01 1.5420e+02
virtual: t down, R up: 7.3024e+02 4.6671e+05
occupied: t up, R down: 2.7512e+00 2.7398e+00
occupied: t up, R up: 2.1223e+01 1.9862e+02
occupied: t down, R down: 1.6649e+01 1.6303e+02
occupied: t down, R up: 7.1962e+02 7.1150e+05
C2H2, STO-3G, all electrons correlated
C-C and C-H distances: 1.20, 1.06 angstrom
occupied, virtual spin orbitals: 14, 10
occupied parents: 0 C 1s, 1 C 1s, 1 C 2pz, 1 C 2s, 2 H 1s, 1 C 2py, 1 C 2px
virtual parents: 0 C 2py, 0 C 2px, 3 H 1s, 2 H 1s, 1 C 2pz
occupied metric eigenvalues, min and max: 0.72454, 1.30336
virtual metric eigenvalues, min and max: 0.22619, 1.75152
largest occupied-virtual overlap: 1.8e-15
RHF energy: -75.85338949 hartree
first-step correlation energy: -0.14984764 hartree
MP2 correlation, orthonormal code: -0.14984764 hartree
covariant CCSD correlation: -0.16870402 hartree
the same: -4.59067 eV
CCSD correlation, orthonormal code: -0.16870402 hartree
covariant CCSD total energy: -76.02209351 hartree
residual evaluations: 38
final pseudocanonical residual: 9.4e-10 hartree
residual if metrics are omitted: 0.16051 hartree
REDUNDANT VIRTUALS, trial amplitudes = 0.7 x solution
virtual functions, metric rank: 24, 10
largest trial residual: 0.01751 hartree
max error of transformed residual: 3.6e-16 hartree
max difference of the two amplitude sets: 0.28679
their energies: -0.11809351, -0.11809351 hartree
done: every assertion held
```
